# The conjugate gradient error bound in the energy norm, part 1

(Sections cited here and not found follow in the second part.)

## 1. A hydrogen atom in a weak field

A hydrogen atom in a weak static electric field \(F\) along \(z\) lowers its energy to \(E=E_0-\tfrac12\alpha F^2+\dots\), and the coefficient \(\alpha\) is the dipole polarizability. On a grid, finding \(\alpha\) reduces to solving a linear system. If that system is solved by iteration, one would like to know before starting how many iterations a given accuracy in \(\alpha\) will cost.

In Hartree atomic units, with a fixed nucleus and no relativity, the Hamiltonian is \(H_0+Fz\), since the electron has charge \(-1\) and the electrostatic potential is \(-Fz\). Insert \(\psi=\psi_0+F\psi_1+F^2\psi_2+\dots\) and \(E=E_0+FE_1+F^2E_2+\dots\), with \(\psi_0\) real and normalized and \(\langle\psi_0|\psi_1\rangle=0\). The first two orders in \(F\) read
\[(H_0-E_0)\psi_1=-(z-E_1)\psi_0,\qquad (H_0-E_0)\psi_2=-(z-E_1)\psi_1+E_2\psi_0 .\]
Projecting on \(\psi_0\) removes the left sides, because \((H_0-E_0)\psi_0=0\) and \(H_0\) is Hermitian. The first equation then gives \(E_1=\langle\psi_0|z|\psi_0\rangle=0\) by parity, and the second gives \(E_2=\langle\psi_0|z|\psi_1\rangle\). With \(\chi=-\psi_1\) and \(E_2=-\alpha/2\),
\[(H_0-E_0)\chi=z\psi_0,\qquad \alpha=2\langle z\psi_0|\chi\rangle .\]
Write \(\psi_0=r^{-1}u_0(r)Y_{00}\). Since \(Y_{00}=(4\pi)^{-1/2}\) and \(Y_{10}=(3/4\pi)^{1/2}\cos\theta\), the source is \(z\psi_0=r^{-1}\,(r u_0/\sqrt3)\,Y_{10}\), a pure \(l=1\) function. The response has the same symmetry, \(\chi=r^{-1}x(r)Y_{10}\). Using \(\nabla^2(r^{-1}xY_{lm})=r^{-1}[x''-l(l+1)x/r^2]Y_{lm}\) with \(l=1\),
\[\Big[-\tfrac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r-E_0\Big]x=\frac{r\,u_0}{\sqrt3},\qquad \alpha=2\int_0^\infty \frac{r u_0}{\sqrt3}\,x\,dr. \tag{1}\]
Every \(p\) state lies at or above the \(2p\) level, \(-1/8\) hartree, while \(E_0=-1/2\) hartree, so the operator in brackets has its spectrum at or above \(3/8\) hartree. On a grid it becomes a matrix and (1) becomes
\[Ax=b,\qquad \alpha=2\,b^Tx^*,\qquad x^*=A^{-1}b .\]

The standing assumptions from here on are these. \(A\) is a real symmetric positive definite \(N\times N\) matrix, with orthonormal eigenvectors \(v_i\), eigenvalues \(\lambda_i\), smallest eigenvalue \(a>0\), largest eigenvalue \(c\), and condition number \(\kappa=c/a\). Arithmetic is exact. For an approximation \(x_n\) the error is \(e_n=x^*-x_n\) and the residual is \(r_n=b-Ax_n=Ae_n\). The residual can be computed without knowing \(x^*\) and the error cannot. The energy norm is \(\|v\|_A=(v^TAv)^{1/2}\). It is the norm of the inner product \(u^TAv\), which is symmetric because \(A\) is symmetric and positive because \(a>0\).

The physics selects this norm. From any trial vector \(x=x^*-e\) form the Hylleraas functional \(J(x)=2\,(2b^Tx-x^TAx)\). Substituting \(b=Ax^*\) and using the symmetry of \(A\),
\[2b^Tx-x^TAx=2x^{*T}Ax^*-2x^{*T}Ae-\big(x^{*T}Ax^*-2x^{*T}Ae+e^TAe\big)=\|x^*\|_A^2-\|e\|_A^2 .\]
At \(e=0\) this gives \(J(x^*)=2\|x^*\|_A^2=2b^Tx^*=\alpha\). Hence, with \(\alpha_n=J(x_n)\),
\[\alpha-\alpha_n=2\|e_n\|_A^2,\qquad \frac{\alpha-\alpha_n}{\alpha}=\frac{\|e_n\|_A^2}{\|e_0\|_A^2}\quad\text{if } x_0=0, \tag{2}\]
because \(x_0=0\) makes \(e_0=x^*\). The squared energy norm of the error is the part of the polarizability still missing, and \(\alpha_n\) approaches \(\alpha\) from below.

## 2. One step

The simplest move from \(x_0\) is along the residual, \(x_1=x_0+\gamma r_0\), so that \(e_1=e_0-\gamma r_0\). Using \(Ae_0=r_0\),
\[\|e_0-\gamma r_0\|_A^2=\|e_0\|_A^2-2\gamma\, r_0^Tr_0+\gamma^2\, r_0^TAr_0 .\]
This parabola in \(\gamma\) opens upward, since \(r_0^TAr_0>0\) for \(r_0\neq0\). Setting its derivative to zero gives
\[\gamma_0=\frac{r_0^Tr_0}{r_0^TAr_0},\qquad \|e_1\|_A^2=\|e_0\|_A^2-\frac{(r_0^Tr_0)^2}{r_0^TAr_0}. \tag{3}\]
The gradient of \(\|x^*-x\|_A^2\) with respect to \(x\) is \(-2A(x^*-x)=-2r\), so this is a step of steepest descent with the best step length.

To bound the result, note that \(\gamma_0\) is at least as good as any other \(\gamma\), so any convenient \(\gamma\) yields an upper bound. Expand \(e_0=\sum_i\xi_iv_i\). Then \(e_0-\gamma Ae_0=\sum_i(1-\gamma\lambda_i)\xi_iv_i\), and
\[\|e_1\|_A^2\le\sum_i\lambda_i\xi_i^2(1-\gamma\lambda_i)^2\le\max_{a\le\lambda\le c}(1-\gamma\lambda)^2\sum_i\lambda_i\xi_i^2 ,\]
where the last sum is \(\|e_0\|_A^2\) and the second inequality needs every weight \(\lambda_i\xi_i^2\) to be non-negative. The modulus of a linear function is largest at an end of the interval. The choice \(\gamma=2/(a+c)\) makes the two end values equal and opposite, \(1-2a/(a+c)=(c-a)/(c+a)\) and \(1-2c/(a+c)=-(c-a)/(c+a)\). Therefore
\[\|e_1\|_A\le\frac{\kappa-1}{\kappa+1}\,\|e_0\|_A. \tag{4}\]

Two limits test (4). For \(\kappa=1\) the matrix is \(a\) times the identity, (3) gives \(\gamma_0=1/a\), and \(e_1=(1-a/a)e_0=0\), as (4) demands. For \(A=\mathrm{diag}(a,c)\) and \(r_0=(1,1)\), (3) gives \(\gamma_0=2/(a+c)\), the trial value itself. Both error components are multiplied by \(\pm(\kappa-1)/(\kappa+1)\) and (4) is an equality. The new residual is proportional to \((1,-1)\), which again has components of equal size, so a repeated steepest-descent step gains the same factor and no more. For large \(\kappa\) that factor is \(1-2/\kappa\) to leading order, and a problem with only two unknowns takes a number of steps proportional to \(\kappa\).

The residual behaves differently from the energy norm. Take the dimensionless case \(A=\mathrm{diag}(1,100)\), \(b=(10,1)\), \(x_0=0\). Then \(r_0^Tr_0=101\), \(r_0^TAr_0=100+100=200\), \(\gamma_0=101/200\), and \(r_1=r_0-\gamma_0Ar_0=\big(10\,(1-\tfrac{101}{200}),\,1-\tfrac{101}{2}\big)=4.95\,(1,-10)\). The vectors \((1,-10)\) and \((10,1)\) have the same length, so the Euclidean norm of the residual has grown by the factor \(4.95\). In the same step, \(\|e_0\|_A^2=b^TA^{-1}b=100+\tfrac1{100}\), and (3) gives
\[\frac{\|e_1\|_A^2}{\|e_0\|_A^2}=1-\frac{101^2/200}{10001/100}=1-\frac{10201}{20002}=\frac{9801}{20002},\]
whose square root is \(0.7000\), below the bound \(99/101\) of (4).

The argument for (4) had three parts: the step is optimal within a family, each member of the family multiplies the error components by a polynomial equal to 1 at \(\lambda=0\), and a well chosen polynomial gives the bound. The general theorem has the same three parts with polynomials of degree \(n\).

## 3. Two steps, by hand

Repeated steepest descent is slow because its second step spoils the optimality of the first. Along a direction \(p\), the best point is the one where the residual is orthogonal to \(p\): the derivative of \(\|e-\gamma p\|_A^2\) at \(\gamma=0\) is \(-2p^TAe=-2p^Tr\). After the first step \(r_1^Tp_0=0\), with \(p_0=r_0\). A second step along \(p_1\) changes the residual by \(-\gamma_1Ap_1\), and this keeps the orthogonality to \(p_0\) only if \(p_1^TAp_0=0\). Two directions with this property are called conjugate. The conjugate gradient method (CG) mixes enough of the old direction into the new residual to make it so. Starting from \(r_0=p_0=b-Ax_0\), and for as long as \(r_n\ne0\),
\[\gamma_n=\frac{r_n^Tr_n}{p_n^TAp_n},\qquad x_{n+1}=x_n+\gamma_np_n,\qquad r_{n+1}=r_n-\gamma_nAp_n,\]
\[\beta_n=\frac{r_{n+1}^Tr_{n+1}}{r_n^Tr_n},\qquad p_{n+1}=r_{n+1}+\beta_np_n. \tag{5}\]
The updated \(r_{n+1}\) is the true residual, since \(b-Ax_{n+1}=(b-Ax_n)-\gamma_nAp_n\). If \(r_n=0\), then \(x_n=x^*\), the iteration stops, and later iterates are defined to equal \(x^*\). The first step of (5) is the step (3).

Take the dimensionless case \(A=\mathrm{diag}(1,5,9)\), \(b=(1,\sqrt2,1)\), \(x_0=0\), so \(\kappa=9\) and \(x^*=(1,\sqrt2/5,1/9)=(1.00000,\,0.28284,\,0.11111)\). The initial error is \(\|e_0\|_A^2=b^Tx^*=1+\tfrac25+\tfrac19=1.51111\).

In the first step \(\gamma_0=(1+2+1)/(1+10+9)=4/20=0.2\). Then \(x_1=0.2\,b=(0.20000,\,0.28284,\,0.20000)\), and each component of \(r_0\) is multiplied by \(1-0.2\lambda_i\), giving \(r_1=(0.8,\,0,\,-0.8)\). By (3), \(\|e_1\|_A^2=1.51111-4^2/20=0.71111\), and the ratio \((0.71111/1.51111)^{1/2}=0.68599\) lies below the bound \(8/10\) of (4).

In the second step \(\beta_0=(0.8^2+0.8^2)/4=0.32\) and
\[p_1=r_1+0.32\,p_0=(0.8+0.32,\;0.32\sqrt2,\;-0.8+0.32)=(1.12,\;0.45255,\;-0.48).\]
With \(Ap_0=(1,5\sqrt2,9)\), the product \(p_1^TAp_0=1.12+0.32\cdot2\cdot5-0.48\cdot9\) is zero, so the directions are conjugate. Next \(p_1^TAp_1=1.12^2+5\cdot2\cdot0.32^2+9\cdot0.48^2=4.352\) and \(\gamma_1=2\cdot0.8^2/4.352=5/17=0.29412\). This gives \(x_2=x_1+\gamma_1p_1=(0.52941,\,0.41595,\,0.05882)\) and
\[r_2=r_1-\gamma_1Ap_1=(0.47059,\,-0.66551,\,0.47059)=\tfrac{8}{17}\,(1,-\sqrt2,1).\]
The new residual is orthogonal to \(r_1\), because \(0.8-0.8=0\), and also to \(r_0\), because \(1-2+1=0\).

The two steps act as one polynomial. Since \(r_1=(1-\gamma_0A)r_0\) and \(p_1=(1-\gamma_0A+\beta_0)r_0\), we have \(r_2=P_2(A)r_0\) with
\[P_2(\lambda)=1-\gamma_0\lambda-\gamma_1\lambda(1+\beta_0-\gamma_0\lambda)=1-\big[\gamma_0+\gamma_1(1+\beta_0)\big]\lambda+\gamma_0\gamma_1\lambda^2=1-\tfrac{10}{17}\lambda+\tfrac1{17}\lambda^2,\]
with coefficients \(-0.58824\) and \(0.05882\). Its values at the eigenvalues are \(P_2(1)=\tfrac{17-10+1}{17}=\tfrac8{17}\), \(P_2(5)=\tfrac{17-50+25}{17}=-\tfrac8{17}\) and \(P_2(9)=\tfrac{17-90+81}{17}=\tfrac8{17}\). All three error components shrink by the same factor, so \(\|e_2\|_A/\|e_0\|_A=8/17=0.47059\) and \(\|e_2\|_A^2=(8/17)^2\times1.51111=0.33464\).

## 4. Orthogonality at every step

The orthogonality of \(r_2\) to \(r_0=p_0\) is what the conjugacy of \(p_1\) and \(p_0\) was meant to secure. That every later residual is orthogonal to all earlier ones, although (5) mixes in only the last direction, needs a proof. Define the Krylov space
\[K_n=\operatorname{span}\{r_0,Ar_0,\dots,A^{n-1}r_0\},\]
the set of vectors \(s(A)r_0\) with \(s\) a polynomial of degree at most \(n-1\). Its dimension is at most \(n\), and \(AK_n\subset K_{n+1}\).

Two facts about spans come straight from (5). First, \(\operatorname{span}\{p_0,\dots,p_j\}=\operatorname{span}\{r_0,\dots,r_j\}\): the relation \(p_j=r_j+\beta_{j-1}p_{j-1}\) expresses each \(p_j\) through residuals by recursion, and \(r_j=p_j-\beta_{j-1}p_{j-1}\) expresses each \(r_j\) through directions. Second, \(r_j\) and \(p_j\) lie in \(K_{j+1}\): this holds for \(j=0\), and if it holds for \(j\) then \(r_{j+1}=r_j-\gamma_jAp_j\) and \(p_{j+1}=r_{j+1}+\beta_jp_j\) lie in \(K_{j+2}\).

The claim is that for every \(n\) reached by the iteration and all \(j<n\),
\[\text{(A) } r_n^Tp_j=0,\qquad \text{(B) } r_n^Tr_j=0,\qquad \text{(C) } p_n^TAp_j=0 .\]
For \(n=0\) there is nothing to prove. Assume the three statements for all indices up to \(n\), and \(r_n\neq0\).

The step is well defined. We have \(r_n^Tp_n=r_n^Tr_n+\beta_{n-1}r_n^Tp_{n-1}=r_n^Tr_n\) by (A), and trivially for \(n=0\). This is positive, so \(p_n\ne0\), positive definiteness gives \(p_n^TAp_n>0\), and \(\gamma_n\) is finite and positive.

For (A) at \(n+1\), the residual update and the symmetry of \(A\) give \(r_{n+1}^Tp_j=r_n^Tp_j-\gamma_n\,p_n^TAp_j\). For \(j<n\) the two terms vanish by (A) and (C). For \(j=n\) the right side is \(r_n^Tr_n-\gamma_np_n^TAp_n=0\) by the definition of \(\gamma_n\).

For (B) at \(n+1\), each \(r_j\) with \(j\le n\) is a combination of \(p_0,\dots,p_j\), and \(r_{n+1}\) has just been shown orthogonal to all of these.

For (C) at \(n+1\), the residual update solved for \(Ap_j\) gives \(Ap_j=(r_j-r_{j+1})/\gamma_j\), with \(\gamma_j>0\). Then
\[p_{n+1}^TAp_j=\frac{r_{n+1}^Tr_j-r_{n+1}^Tr_{j+1}}{\gamma_j}+\beta_n\,p_n^TAp_j .\]
For \(j<n\) both \(j\) and \(j+1\) are at most \(n\), so the fraction vanishes by (B), and the last term vanishes by (C). For \(j=n\) the fraction is \(-r_{n+1}^Tr_{n+1}/\gamma_n\). The last term, with \(p_n^TAp_n=r_n^Tr_n/\gamma_n\), is \(\frac{r_{n+1}^Tr_{n+1}}{r_n^Tr_n}\cdot\frac{r_n^Tr_n}{\gamma_n}\), which cancels it. The induction is complete.

If \(r_0,\dots,r_{n-1}\) are nonzero, they are \(n\) mutually orthogonal vectors in \(K_n\), hence independent, and since \(\dim K_n\le n\) they span it:
\[\operatorname{span}\{p_0,\dots,p_{n-1}\}=\operatorname{span}\{r_0,\dots,r_{n-1}\}=K_n,\qquad r_n\perp K_n. \tag{6}\]
As a limit, take \(n=N\). A space of dimension \(N\) holds at most \(N\) nonzero mutually orthogonal vectors, so \(r_n=0\) for some \(n\le N\). The two-level case on which steepest descent crawls is solved exactly in two steps.

## 5. Optimality

From (5), \(x_n=x_0+\sum_{j<n}\gamma_jp_j\), which lies in \(x_0+K_n\) by (6). The statement needed is slightly more general than its application to CG. Let \(\hat x\) be any point of \(x_0+K_n\) whose residual \(\hat r=A\hat e\) is orthogonal to \(K_n\). Any other point of that set is \(x=\hat x+v\) with \(v\in K_n\), and has error \(\hat e-v\). Then
\[\|\hat e-v\|_A^2=\|\hat e\|_A^2-2v^TA\hat e+\|v\|_A^2=\|\hat e\|_A^2+\|v\|_A^2, \tag{7}\]
because \(v^TA\hat e=v^T\hat r=0\). The last term is positive unless \(v=0\). So a point of \(x_0+K_n\) with residual orthogonal to \(K_n\) is the unique minimizer of the energy norm of the error over \(x_0+K_n\). By (6) the CG iterate is such a point:
\[\|e_n\|_A=\min_{x\in x_0+K_n}\|x^*-x\|_A. \tag{8}\]
If the iteration has stopped at some \(m<n\), then \(x^*=x_m\in x_0+K_m\subset x_0+K_n\), both sides of (8) are zero, and (8) still holds.

For \(n=1\), (8) is the line minimization (3). Since \(K_n\subset K_{n+1}\), the minimum cannot rise with \(n\), so by (2) the values \(\alpha_n\) climb monotonically. CG is a variational method for \(\alpha\) in a basis that it builds as it goes. The \(n\)th steepest-descent iterate from the same \(x_0\) also lies in \(x_0+K_n\), because each of its steps adds a multiple of a residual of the form \((1-\gamma'A)(1-\gamma''A)\cdots r_0\), so the energy-norm error of CG is never larger than that of steepest descent after the same number of steps. No such ordering is claimed for the residual norm.

## 6. From vectors to polynomials

A point of \(x_0+K_n\) is \(x=x_0+s(A)r_0\) with \(\deg s\le n-1\). With \(r_0=Ae_0\), its error is
\[x^*-x=e_0-s(A)Ae_0=P(A)e_0,\qquad P(\lambda)=1-\lambda s(\lambda).\]
Such a \(P\) has degree at most \(n\) and \(P(0)=1\). Conversely, if \(\deg P\le n\) and \(P(0)=1\), then \(1-P(\lambda)\) has no constant term, so \(s(\lambda)=[1-P(\lambda)]/\lambda\) is a polynomial of degree at most \(n-1\). Call this set of polynomials \(\Pi_n\). In the eigenbasis \(P(A)e_0=\sum_iP(\lambda_i)\xi_iv_i\), and (8) becomes
\[\|e_n\|_A^2=\min_{P\in\Pi_n}\sum_i\lambda_i\xi_i^2\,P(\lambda_i)^2. \tag{9}\]
This is exact. CG finds the polynomial pinned to 1 at the origin that is smallest on the spectrum in a least-squares sense, with weights \(\lambda_i\xi_i^2\). For the atom with \(x_0=0\), \(\xi_i=v_i^Tb/\lambda_i\), so \(2\lambda_i\xi_i^2=2(v_i^Tb)^2/\lambda_i\) is the contribution of excited state \(i\) to the sum-over-states formula for \(\alpha\), and the amount \(P(\lambda_i)^2\) of that contribution is what remains missing.

Bounding each \(P(\lambda_i)^2\) by its maximum on the interval and using \(\sum_i\lambda_i\xi_i^2=\|e_0\|_A^2\),
\[\|e_n\|_A\le\max_{a\le\lambda\le c}|P(\lambda)|\;\|e_0\|_A\qquad\text{for every }P\in\Pi_n. \tag{10}\]
This is the first step on the way from (6) to the bound that discards information: it forgets the weights and the positions of the interior eigenvalues.

A limit of (9) shows what is discarded. If the \(\xi_i\) are nonzero for only \(m\) distinct eigenvalues \(\mu_1,\dots,\mu_m\), then \(P(\lambda)=\prod_k(1-\lambda/\mu_k)\) belongs to \(\Pi_m\) and makes the sum vanish, so CG is exact after \(m\) steps whatever \(\kappa\) is. Eigenvalues with \(\xi_i=0\) never enter, and \(a\) and \(c\) may be read as the extremes of those that do. For the atom this explains why the zero eigenvalue of \(H_0-E_0\), belonging to \(\psi_0\), does no harm: the Krylov space grown from \(z\psi_0\) contains only \(l=1\) functions.

## 7. Chebyshev polynomials

We now need a polynomial that is small on \([a,c]\) and equal to 1 at \(\lambda=0\), a point outside the interval. After rescaling, that is a polynomial bounded by 1 on an interval and as large as possible at a point outside it. The Chebyshev polynomials are defined by
\[T_0=1,\qquad T_1=t,\qquad T_{n+1}(t)=2t\,T_n(t)-T_{n-1}(t).\]
Each application raises the degree by one, so \(T_n\) has degree exactly \(n\), and \(T_0,\dots,T_{n}\) form a basis of the polynomials of degree at most \(n\). For example \(T_2=2t^2-1\).

For any nonzero complex \(w\),
\[T_n\Big(\frac{w+w^{-1}}2\Big)=\frac{w^n+w^{-n}}2. \tag{11}\]
This is evident for \(n=0\) and \(n=1\). Multiplying out,
\[(w+w^{-1})(w^n+w^{-n})=(w^{n+1}+w^{-(n+1)})+(w^{n-1}+w^{-(n-1)}),\]
so the right sides \(f_n\) of (11) obey \(f_{n+1}=2tf_n-f_{n-1}\) with \(2t=w+w^{-1}\). The recurrence and the starting values are those of \(T_n\), and (11) follows by induction.

Two choices of \(w\) give the two properties needed. With \(w=e^{i\theta}\), (11) reads \(T_n(\cos\theta)=\cos n\theta\). Every \(t\in[-1,1]\) is \(\cos\theta\) for some \(\theta\in[0,\pi]\), so \(|T_n|\le1\) there, with \(T_n=(-1)^j\) at the \(n+1\) points \(t_j=\cos(j\pi/n)\), \(j=0,\dots,n\). With \(w=e^{\eta}\), \(\eta>0\), (11) reads \(T_n(\cosh\eta)=\cosh n\eta\), which grows exponentially in \(n\) for arguments above 1.

The energy-norm error of CG is now bounded by the maximum on \([a,c]\) of any polynomial in \(\Pi_n\), and the Chebyshev polynomials have the properties needed to choose a good one. It remains to shift and scale them to \([a,c]\), obtain the bound in terms of \(\kappa\) and \(n\), examine its sharpness and limits, and apply it to the atom.
